Strict separability of NEVPT2 for noninteracting fragments, part 2

The question is whether the NEVPT2 energy of two noninteracting fragments A and B is the sum of the fragment energies. Hartree atomic units are used: energies in Eh, lengths in bohr. Virtual orbitals are r, s; core orbitals are i; p, q, m, n are general. Core and virtual orbitals are called inactive. E_pq = Σ_σ a†_pσ a_qσ.

The reference Ψ0 is a CASCI state of energy E0. Dyall's Hamiltonian is

H^D = C + Σ_i ε_i E_ii + Σ_r ε_r E_rr + H_act,

with H^DΨ0 = E0Ψ0. C is a constant, H_act is the Hamiltonian of the active electrons, whose one-electron part h^eff includes the core field, and ε_i, ε_r are eigenvalues of the core and virtual blocks of the Fock matrix F.

A label k lists the occupations of the inactive orbitals, P_k projects on it, and φ_k = P_k HΨ0 (k ≠ 0). With Π_k the projector on a space S_k and M_k = Π_k(H^D − E0)Π_k,

Ψ1 = −Σ_k M_k⁻¹ φ_k,   E2 = ⟨Ψ0|H|Ψ1⟩ = −Σ_k ⟨φ_k|M_k⁻¹|φ_k⟩.

S_k is the whole range of P_k (uncontracted, U), P_k W with W the span of all E_pq E_mn Ψ0 (partially contracted, PC), or the line spanned by φ_k (strongly contracted, SC). For SC,

e_k = −N_k/Δ_k,   N_k = ⟨φ_k|φ_k⟩,   Δ_k = ⟨φ_k|H^D − E0|φ_k⟩/N_k.

When the PC M_k is positive, the SC energy of a label never lies below the PC energy (part 3).

Assumption (a) is that every orbital belongs to A or to B, integrals mixing fragments vanish, and E_nuc = E_nuc,A + E_nuc,B. With it, and Ψ0 = Ψ_AΨ_B a product of singlets, all variants were shown to give

Ψ1 = Ψ1_A Ψ_B + Ψ_A Ψ1_B,   E2 = E2_A + E2_B.

Mixed labels, excited on both fragments, have φ_k = 0. Extra PC functions of the dimer decouple (part 9).

In part 1, H2 molecule A has active orbitals σ, σ* and virtual r (s on B). The component of HΨ_A with both electrons in r is K_A|rα rβ⟩, and

Δ_A = E_nuc,A + 2ε_r − E_A,   e_A = −K_A²/Δ_A.

10. Orbitals that are not localised

Active rotations. Any orthogonal mixing of the active orbitals, across fragments included, leaves Ψ0, H, the operator H_act and the projectors P_k unchanged. W is unchanged under any orbital rotation, because the new E′_pq are invertible linear combinations of the old. Hence φ_k, S_k and M_k are the same, and all three variants are invariant.

Inactive rotations. The inactive orbitals are fixed by F except within a degenerate set. In such a set Σε E_rr = ε N̂_set is invariant, so H^D is unchanged, but the P_k change. Group the labels into superlabels K that record only the total occupation of the set; P_K = Σ_(k∈K) P_k is invariant. For U, the sum of the spaces in K is the range of P_K. For PC it is P_K W, because P_kW ⊂ W. Both are invariant, H^D has no elements between different k, and Σ_(k∈K) φ_k = P_K HΨ0 is invariant, so the energy of K is invariant. For SC the sum of the lines spanned by the φ_k depends on the orbitals.

An explicit case uses the molecules of part 1. A constant potential η acting on the electrons of B adds ηN̂_B to H_B. It leaves Ψ_B unchanged, raises E_B by 2η and ε_s by η, so Δ_B = E_nuc,B + 2ε_s − E_B and K_B do not change. Choose η so that ε_s + η = ε_r = ε, keep the neutral product as reference, and rotate with c = cos θ, z = sin θ:

a†_r = c a†₁ − z a†₂,   a†_s = z a†₁ + c a†₂.

Define T₁₁ = a†₁α a†₁β, T₂₂ = a†₂α a†₂β and T₁₂ = a†₁α a†₂β + a†₂α a†₁β. Multiplying out,

a†_rα a†_rβ = c² T₁₁ + z² T₂₂ − cz T₁₂,   a†_sα a†_sβ = z² T₁₁ + c² T₂₂ + cz T₁₂.

The superlabel with two electrons in the pair holds K_A a†_rα a†_rβ Ψ_B + K_B a†_sα a†_sβ Ψ_A, where Ψ_B and Ψ_A now denote two-electron active states with the other fragment empty; they are orthogonal. Every TΨ_B is an eigenfunction of H^D − E0 with eigenvalue E_nuc,A + 2ε − E_A = Δ_A, and every TΨ_A has eigenvalue Δ_B. T₁₂ creates two orthogonal determinants and has squared norm 2. With N_A = K_A², N_B = K_B²,

N₁₁ = c⁴N_A + z⁴N_B,   N₂₂ = z⁴N_A + c⁴N_B,   N₁₂ = 2c²z²(N_A + N_B).

Each SC perturber now contains charge-transfer pieces, which cancel only in the sum over labels, and its denominator is the norm-weighted mean of Δ_A and Δ_B. At θ = π/4 the three labels have weights ¼, ¼, ½ on both components, so they share the denominator (N_AΔ_A + N_BΔ_B)/(N_A + N_B), and their energies add to −(N_A + N_B)²/(N_AΔ_A + N_BΔ_B). The error relative to the fragment sum −N_A/Δ_A − N_B/Δ_B is

δ = N_A/Δ_A + N_B/Δ_B − (N_A + N_B)²/(N_AΔ_A + N_BΔ_B).

Multiply by G = N_AΔ_A + N_BΔ_B. The first two terms give N_A² + N_B² + N_AN_B(Δ_B/Δ_A + Δ_A/Δ_B), the third gives −N_A² − N_B² − 2N_AN_B, and Δ_B/Δ_A + Δ_A/Δ_B − 2 = (Δ_A − Δ_B)²/(Δ_AΔ_B). So

δ = N_A N_B (Δ_A − Δ_B)² / (Δ_A Δ_B G),

which is positive for positive denominators. If Δ_A = Δ_B, as for the partner orbitals of two identical H2 molecules, all labels have that denominator at any angle, and N₁₁ + N₂₂ + N₁₂ = (c² + z²)²(N_A + N_B) = N_A + N_B, so SC stays additive. That result is shown here for labels of this kind, in which the A and B components are orthogonal.

11. Worked example: two stretched H2 molecules

Molecule A has R = 3.0 bohr and B has R = 4.0 bohr. Each is treated by CASSCF(2,2) in the 6-31G basis, which has four orbitals per molecule: two active and two virtual, with one of g and one of u symmetry in each set. All operators were built as explicit matrices over determinants with zero spin projection. CASCI vectors came from dense diagonalisation, the U and PC equations from direct linear solution, and the PC spaces from a singular value decomposition of all generators with relative cutoff 10⁻⁹.

Only two labels per molecule contribute. The label with one electron in each virtual has u symmetry and cannot couple to Ψ. For one electron in a virtual r of g symmetry, the only g singlet is the coupling of σ with r, which is proportional to E_rσΨ. Stationarity of the CASSCF energy under the r–σ rotation requires ⟨Ψ|H(E_rσ − E_σr)|Ψ⟩ = 0, and E_σrΨ = 0, so the coupling vanishes; the u virtual is treated likewise with σ*. What remains are the two labels rr, each a single determinant, so U, PC and SC coincide for the monomer, and part 1 applies with E_nuc = 1/R.

For A, E_A = −1.044047 Eh, E_nuc = 0.333333 Eh and ε = 0.979117, 1.057645 Eh:

Δ = 0.333333 + 2(0.979117) + 1.044047 = 3.335614 Eh,   e = −0.00041082/3.335614 = −1.2316×10⁻⁴ Eh,

Δ = 0.333333 + 2(1.057645) + 1.044047 = 3.492670 Eh,   e = −0.00113144/3.492670 = −3.2395×10⁻⁴ Eh.

The numerators are the computed N = K² in Eh². The sum is E2_A = −4.4711×10⁻⁴ Eh.

For B, E_B = −1.009371 Eh, E_nuc = 0.250000 Eh and ε = 0.998528, 1.039480 Eh:

Δ = 0.250000 + 2(0.998528) + 1.009371 = 3.25643 Eh,   e = −0.00017224/3.25643 = −5.289×10⁻⁵ Eh,

Δ = 0.250000 + 2(1.039480) + 1.009371 = 3.33833 Eh,   e = −0.00008780/3.33833 = −2.630×10⁻⁵ Eh,

with sum E2_B = −7.919×10⁻⁵ Eh. Many digits are kept here and below because the question is an algebraic identity within the model, not the property of a real molecule. Full CI in the same basis gives −1.044709 and −1.009485 Eh, which lie 6.62×10⁻⁴ and 1.14×10⁻⁴ Eh below the CASSCF energies, so NEVPT2 recovers about 68 % and 69 % of these differences. Separability says nothing about that fraction. These values belong to the 6-31G model: in cc-pVTZ the SC second-order energies grow to −4.9×10⁻³ and −1.4×10⁻³ Eh, 11 and 18 times larger, and the recovered fractions are 70 % and 74 % in cc-pVDZ and 67 % for both molecules in cc-pVTZ.

The dimer was formed with the mixed integrals set to zero and solved as a single system: eight orbitals, four electrons, 28² = 784 determinants, CAS(4,4), with its own density, Fock matrix and PC spaces. Its reference energy is −2.0534180455 Eh, equal to E_A + E_B to all ten decimals. All three variants give

E2(AB) = −5.26302650×10⁻⁴ Eh = −0.014321 eV,

and the difference from E2_A + E2_B is below 3×10⁻¹⁸ Eh, which is double-precision rounding. The largest component of Ψ1 − Ψ1_AΨ_B − Ψ_AΨ1_B is 7×10⁻¹⁶. Applied to a product of two vectors with normally distributed random components, H^D differs from H^D_A + H^D_B by at most 2×10⁻¹⁴ Eh in any component.

The PC result is not trivial. Each monomer has 7 PC functions: two singlets for each of the two labels with one virtual electron, one for each rr, and one singlet for the label with both virtuals singly occupied. The dimer has 164, and the 150 beyond 7 + 7 are the functions that part 9 decouples or that belong to mixed labels.

A random orthogonal mixing of the four active orbitals changes the additivity by at most 1.3×10⁻¹⁸ Eh. For two copies of A with the two degenerate virtual pairs rotated by π/4 and 0.3 rad the figure is 1.1×10⁻¹⁸ Eh. For the accidental degeneracy, the second virtual of A is matched to the first of B by η = 0.059116 Eh, the difference of 1.057645 and 0.998528 Eh before rounding. With localised orbitals all variants remain additive to rounding. At θ = π/4, U and PC remain so, and part 10 predicts for SC

N_AN_B = (1.13144×10⁻³)(1.7224×10⁻⁴) = 1.9488×10⁻⁷,   (Δ_A − Δ_B)² = (0.236242)² = 0.055810,

Δ_AΔ_B = 11.3736,   G = 3.9517×10⁻³ + 5.609×10⁻⁴ = 4.5126×10⁻³,

δ = (1.9488×10⁻⁷)(0.055810)/[(11.3736)(4.5126×10⁻³)] = 2.119×10⁻⁷ Eh.

The determinant calculation with rotated orbitals gives 2.1191×10⁻⁷ Eh, which is 4×10⁻⁴ of |E2(AB)|.

12. MRCISD for comparison

MRCISD is taken as diagonalisation of H among determinants with at most two virtual electrons. For each monomer this is full CI. For the dimer the exact state is the product Φ of the monomer full-CI vectors, with energy E, and the MRCISD space omits the part o of Φ with three or four virtual electrons. Put t = Φ − o. From (H − E)Φ = 0 follows (H − E)t = −(H − E)o, and applying this once on each side,

⟨t|H − E|t⟩ = −⟨t|H − E|o⟩ = ⟨o|H − E|o⟩.

Since ⟨t|t⟩ = 1 − ⟨o|o⟩ and t lies in the MRCISD space, the variational principle gives

0 ≤ E_MRCISD(AB) − E ≤ ⟨o|H − E|o⟩/(1 − ⟨o|o⟩).

Here ⟨o|o⟩ = 1.485×10⁻⁸ and the upper bound is 6.801×10⁻⁸ Eh. The diagonalisation gives a nonadditivity of 6.780×10⁻⁸ Eh = 1.84×10⁻⁶ eV, which is 0.3 % below the bound. It is only 9×10⁻⁵ of the summed dynamic correlation 7.76×10⁻⁴ Eh, because o is a product of two small amplitudes, but it is ten orders of magnitude above the NEVPT2 residual.

13. Finite distance

Real fragments at distance D violate (a). Integrals that contain an overlap distribution between A and B decay like the orbital tails, but (pq|mn) with p, q on A and m, n on B decays as a multipole series whose term of orders l_A, l_B goes as D^−(l_A+l_B+1).

The leading term is δ_pq δ_mn/D. It appears twice in the two-electron sum, which cancels the ½ and gives N̂_AN̂_B/D. Attraction to the other nuclei gives −(Z_BN̂_A + Z_AN̂_B)/D and the nuclear repulsion gives Z_AZ_B/D, in total (N̂_A − Z_A)(N̂_B − Z_B)/D. For neutral fragments this annihilates Ψ0, so E0 and φ_k are unchanged. The inactive ε of A shift by (N_B − Z_B)/D = 0. In H_act, let n̂_X count active electrons and let m_X, equal to Z_X minus the number of core electrons, be its reference value. Nuclei and core of B shift h^eff on A by −m_B/D, so H_act gains

(n̂_An̂_B − m_Bn̂_A − m_An̂_B)/D = [(n̂_A − m_A)(n̂_B − m_B) − m_Am_B]/D.

The constant is cancelled by C, because H^DΨ0 = E0Ψ0 still holds with unchanged E0, and the product vanishes on xΨ_B. The 1/D term therefore drops out of E0, of the φ_k and of the energies of the local labels. On a mixed label with one virtual electron on each fragment the product equals 1 and shifts Δ_k by 1/D, but the perturber of such a label vanishes at this order.

For centrosymmetric fragments, inversion of one fragment alone is a symmetry of the noninteracting problem. A multipole term that is odd under it changes sign while E0 and E2 do not, so it contributes only from second order. The dipole–dipole term, D⁻³, therefore enters as D⁻⁶ and the dipole–quadrupole term as D⁻⁸. The monopole–quadrupole term, D⁻³, annihilates Ψ0; in an A-local denominator its first-order effect is one constant potential for the active and inactive electrons of A alike, which cancels because their number is conserved. The quadrupole–quadrupole term acts in first order and gives D⁻⁵.

One term needs care. In H^D the active electrons of B feel the nuclei, the filled core and the active electrons of A, but not its virtual electrons or core holes, so H^D contains (n̂_A − m_A) d̂_B/D², where d̂_B is the active dipole operator of B along the line joining the fragments. On a perturber with n_A ≠ m_A this couples xΨ_B to active excitations of B. SC uses only an expectation value, which vanishes by parity. U, and PC where its space holds such functions, acquire a second-order term of order D⁻⁴. In the geometry below that term is absent: the molecules lie side by side, both along z and separated along x, and orbitals built from s functions on the molecular axis have no dipole matrix element along x.

Mixed labels, with one electron in a virtual of A and one in a virtual of B, are reached through the dipole–dipole term. Then φ_k ∝ D⁻³, N_k ∝ D⁻⁶ and Δ_k tends to a constant, so their energy is negative and falls as D⁻⁶. It is a part of the dispersion energy.

The supermolecule was computed with all integrals, using the monomer orbitals after Löwdin orthonormalisation, CASCI(4,4) in them, and virtuals rediagonalised in the dimer Fock matrix. Deviations from the monomer sums, and the SC energy of the mixed labels, are in Eh.

D = 20: δE0 = 1.509×10⁻⁷, δE2(SC) = −1.250×10⁻⁸, mixed −3.364×10⁻¹⁰
D = 40: δE0 = 5.322×10⁻⁹, δE2(SC) = −1.503×10⁻¹⁰, mixed −5.537×10⁻¹²
D = 80: δE0 = 1.751×10⁻¹⁰, δE2(SC) = −7.01×10⁻¹³, mixed −8.785×10⁻¹⁴
D = 160: δE0 = 5.606×10⁻¹², δE2(SC) = +4.2×10⁻¹⁴, mixed −1.379×10⁻¹⁵

U and PC agree with SC to four figures at 20 and 40 bohr and to within 3×10⁻¹⁵ Eh at 80 and 160 bohr. The products D⁵δE0 are 0.483, 0.545, 0.574 and 0.588, approaching a constant as a D⁻⁵ leading term requires. For two parallel linear quadrupoles side by side that constant is (9/4)Θ_AΘ_B, and the CASSCF quadrupole moments in this basis, 0.650 and 0.411 in atomic units, give 0.60. The moments are not converged in the basis: cc-pVTZ gives 0.842 and 0.535, and a constant of 1.01. The mixed energy falls by a factor 63.7 from 80 to 160 bohr, an exponent log₂ 63.7 = 5.99.

δE2 does not follow a single power and changes sign. The products D⁵δE2 are −0.0400, −0.0154, −0.0023 and +0.0044. The expansion above gives D⁵δE2 = a + b/D to two orders. The points at 40 and 80 bohr fix b = (−0.01539 + 0.00230)/(1/40 − 1/80) = −1.05 and a = −0.00230 + 1.05/80 = 0.0108. These values give −0.042 at 20 bohr and +0.0042 at 160 bohr, near the computed −0.040 and +0.0044. A small positive D⁻⁵ term thus overtakes a negative D⁻⁶ term near D = −b/a ≈ 100 bohr. The mixed labels supply only 160⁶ × (−1.379×10⁻¹⁵) = −0.023 of b. The rest must come from labels that are local in their inactive occupation. Among these, one electron promoted to a virtual of one molecule together with an active excitation of the other is also reached through the dipole–dipole term and gives a negative D⁻⁶ contribution; these labels supply −0.956 of b. The local labels with two virtual electrons supply about −0.09 and carry the D⁻⁵ coefficient a; the three parts sum to −1.07, near the two-point value.

14. Fragments with a core

H2 has no core, and its variants coincide. Two linear H4 chains, with atoms at z = 0, 1.8, 4.2, 6.2 bohr (A) and z = 0, 2.0, 4.0, 6.4 bohr (B), in the STO-3G basis, each have one core, two active and one virtual orbital. The reference is CASCI(2,2) on restricted Hartree–Fock orbitals, so no stationarity condition removes the single-hole and single-particle classes, and the chains have no inversion centre. The noninteracting dimer has eight orbitals, eight electrons and 70² = 4900 determinants, treated as in part 11. The reference energies are −2.131139755, −2.056550849 and −4.187690604 Eh for A, B and AB. The SC energies by class (holes, virtual electrons), in 10⁻³ Eh, in the order A, B, AB, are

(0,1): −0.82855, −1.67897, −2.50753
(0,2): −2.36806, −1.43599, −3.80405
(1,0): −0.64995, −1.67092, −2.32086
(1,1): −28.8674, −33.1421, −62.0095
(1,2): −0.21457, −0.25484, −0.46941
(2,0): −2.87747, −2.08284, −4.96031
(2,1): −0.32221, −0.35356, −0.67578
(2,2): −3.59634, −4.47165, −8.06799

Each row adds to within the rounding of its last digit. The totals, in Eh, are

SC: −0.0397245799 − 0.0450908869 = −0.0848154668
PC and U: −0.0397720223 − 0.0451562188 = −0.0849282411

where the right sides are the values computed for AB; the unrounded differences are 3×10⁻¹⁶ Eh. SC lies above PC by 4.74×10⁻⁵, 6.53×10⁻⁵ and 11.28×10⁻⁵ Eh, the sign required by the inequality of part 3.

PC equals U here because the fragments are small. The singlet spaces of the first seven classes have dimensions 2, 1, 2, 4, 2, 1, 2, and class (2,2) has the single generator E_ri E_ri Ψ; together these make 15, the computed PC dimension of each chain, so PC spans all singlets of the first seven classes. In class (2,2) the perturber keeps the active part of Ψ and is an eigenfunction of H^D, so all variants agree there. The dimer has 290 PC functions against 15 + 15.

The SC energy can also be evaluated from reduced density matrices of the active space, as implemented in PySCF. For chain A in the 6-31G basis, where five virtuals must be canonicalised, that route and the determinant route both give −0.040809736 Eh. For the real STO-3G supermolecule at D = 2000 bohr it gives −0.084815467 Eh, equal to the fragment sum to nine decimals. The chains are only weakly polar, with dipole moments of 0.0004 and 0.004 in atomic units. The residual falls as D⁻³ at large distance with a coefficient near 1.4×10⁻⁵ Eh bohr³, about 2×10⁻¹⁵ Eh at 2000 bohr, far below the digits shown.
